\section*{Ion-beam ripples that escape the quadratic term: two derivations, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: a surface with straight crests}

\subsection{The physical situation}

An ion beam that strikes a solid obliquely removes material and often leaves a pattern of ripples. Two effects compete. Sputtering can remove material faster from hollows than from crests, which deepens any existing corrugation, while surface diffusion smooths the short waves. As the ripples steepen, the erosion rate also begins to depend on the square of the local slope. This quadratic dependence usually limits the ripple height, because it feeds shorter waves, which diffusion removes.

Under oblique incidence the two surface directions are not equivalent. A slope along the projected beam may lower the erosion rate while a slope across it raises the rate. A ripple running at an intermediate angle has both slopes at once, and the two effects may compensate. The question is whether such a ripple can escape the quadratic limitation, and whether it then grows.

\subsection{Equation and conventions}

Let $h(x,y,t)$ be the surface height, positive outward, with $x$ along the projected beam. For small slopes the model is
\begin{equation}
h_t=\nu_xh_{xx}+\nu_yh_{yy}-K\nabla^4h
+\tfrac12\left(\lambda_xh_x^2+\lambda_yh_y^2\right),
\qquad K>0 ,
\label{eq:aks}
\end{equation}
where subscripts on $h$ denote derivatives. This is the anisotropic Kuramoto--Sivashinsky equation. Two terms have been removed by a change of frame. If the original equation also contains $-v_0+\gamma h_x$ on the right, one writes $h=-v_0t+H(x+\gamma t,y,t)$. The time derivative is then $-v_0+\gamma H_x+H_t$, so both terms cancel and $H$ obeys (\ref{eq:aks}). Third-derivative terms and further nonlinear terms are left out of the model.

The sign of $\nu$ decides stability at long wavelength. For $h\propto\cos kx$ one has $h_{xx}=-k^2h$, so $\nu_xh_{xx}=-\nu_xk^2h$. A negative $\nu_x$ therefore amplifies the ripple. The coefficients $\lambda_x$ and $\lambda_y$ measure the response to squared slopes. They are called opposite when their signs differ,
\begin{equation}
\lambda_x\lambda_y<0 .
\end{equation}
Their magnitudes need not be equal.

\subsection{Inserting a one-dimensional profile}

Consider a surface with straight, parallel crests. Its height depends on one coordinate,
\begin{equation}
h=F(u,t),\qquad u=cx+sy,\qquad c=\cos\theta,\quad s=\sin\theta .
\label{eq:profile}
\end{equation}
The angle $\theta$ is that of the ripple wavevector, measured from $x$; the crests are perpendicular to it. The function $F$ need not be a sinusoid.

The chain rule gives
\begin{align}
h_x&=cF_u, & h_y&=sF_u,\\
h_{xx}&=c^2F_{uu}, & h_{yy}&=s^2F_{uu}.
\end{align}
Since $c^2+s^2=1$, the Laplacian is $\nabla^2h=F_{uu}$, and applying it twice gives $\nabla^4h=F_{uuuu}$. Equation (\ref{eq:aks}) becomes
\begin{equation}
F_t=\nu(\theta)F_{uu}-KF_{uuuu}+\tfrac12\lambda(\theta)F_u^2,
\label{eq:oned}
\end{equation}
with
\begin{equation}
\nu(\theta)=\nu_xc^2+\nu_ys^2,\qquad
\lambda(\theta)=\lambda_xc^2+\lambda_ys^2 .
\label{eq:directional}
\end{equation}
No approximation has been made in passing from (\ref{eq:aks}) to (\ref{eq:oned}). A surface with straight crests therefore obeys a one-dimensional equation whose coefficients depend on the ripple direction.

\subsection{The cancellation direction}

For a profile that is not flat, $F_u^2$ is positive somewhere. The quadratic term then vanishes everywhere if and only if $\lambda(\theta)=0$. Replacing $c^2$ by $1-s^2$ gives
\begin{equation}
0=\lambda_x(1-s^2)+\lambda_ys^2
=\lambda_x+(\lambda_y-\lambda_x)s^2 ,
\end{equation}
and hence
\begin{equation}
s^2=\frac{-\lambda_x}{\lambda_y-\lambda_x},\qquad
c^2=1-s^2=\frac{\lambda_y}{\lambda_y-\lambda_x},\qquad
\tan^2\theta=-\frac{\lambda_x}{\lambda_y}.
\label{eq:angle}
\end{equation}
For opposite signs, $\lambda_y-\lambda_x$ has the sign of $\lambda_y$ and of $-\lambda_x$, so both squares are positive and there are two directions, $+\theta$ and $-\theta$. If both coefficients have the same sign, $\lambda(\theta)$ is a weighted mean of two numbers of that sign and cannot vanish.

The limits follow from (\ref{eq:angle}). When $|\lambda_y|\gg|\lambda_x|$, the wavevector turns towards $x$, because a small slope along $y$ suffices to compensate the slope along $x$. In the opposite limit it turns towards $y$.

The spatial mean of the quadratic term is the change that the ripple makes to the mean velocity of the surface, counted positive outward; a positive mean slows the erosion. Within this model, a cancellation ripple makes no such change, whatever its height.

\subsection{Cancellation is not yet growth}

At the cancellation angle, (\ref{eq:oned}) is linear:
\begin{equation}
F_t=\nu_cF_{uu}-KF_{uuuu}.
\label{eq:linear}
\end{equation}
Its coefficient is found by inserting (\ref{eq:angle}) into (\ref{eq:directional}):
\begin{equation}
\nu_c=\nu_x\frac{\lambda_y}{\lambda_y-\lambda_x}
+\nu_y\frac{-\lambda_x}{\lambda_y-\lambda_x}
=\frac{\nu_x\lambda_y-\nu_y\lambda_x}{\lambda_y-\lambda_x}.
\label{eq:nuc}
\end{equation}
For $F=A(t)\cos(ku)$, two derivatives give $-k^2F$ and four give $k^4F$. Thus $A\propto e^{\sigma t}$ with
\begin{equation}
\sigma(k)=-\nu_ck^2-Kk^4 .
\label{eq:sigma}
\end{equation}
If $\nu_c\ge0$, every such mode with $k\ne0$ decays. If $\nu_c<0$, the modes with $0<k^2<-\nu_c/K$ grow. The maximum follows from the derivative with respect to $k^2$:
\begin{equation}
-\nu_c-2Kk_*^2=0
\quad\Longrightarrow\quad
k_*^2=-\frac{\nu_c}{2K}.
\end{equation}
Substitution into (\ref{eq:sigma}) gives
\begin{equation}
\sigma_*=\frac{\nu_c^2}{2K}-\frac{\nu_c^2}{4K}
=\frac{\nu_c^2}{4K}.
\label{eq:star}
\end{equation}

If both $\nu_x$ and $\nu_y$ are negative, their weighted mean $\nu_c$ is negative and growth is assured. If $\nu_x<0<\nu_y$, the ratio $c^2/s^2=|\lambda_y|/|\lambda_x|$ turns $\nu_c<0$ into
\begin{equation}
|\nu_x|\,|\lambda_y|>\nu_y\,|\lambda_x| .
\end{equation}
The nonlinear coefficients fix the direction, and the linear ones decide whether a ripple in that direction grows.

This exponential growth is unlimited in the model, since no term in (\ref{eq:linear}) depends on the amplitude in any other way. On a real surface it must fail when the slopes cease to be small and omitted terms matter. The prediction is thus that the quadratic term does not stop the growth, not that the height increases without end.

\subsection{A numerical case}

Take the following round model parameters, chosen for illustration and not fitted to any material:
\begin{gather*}
\nu_x=-0.04\ \mathrm{nm^2/s},\qquad \nu_y=0.01\ \mathrm{nm^2/s},\qquad
K=0.4\ \mathrm{nm^4/s},\\
\lambda_x=1\ \mathrm{nm/s},\qquad \lambda_y=-4\ \mathrm{nm/s}.
\end{gather*}
Then $\tan^2\theta=1/4$, so $\theta=26.57^\circ$, with $c^2=0.8$ and $s^2=0.2$. A numerical search for the angle at which the quadratic term of a non-sinusoidal profile vanishes gives the same angle. The effective coefficient is
\begin{equation}
\nu_c=0.8(-0.04)+0.2(0.01)=-0.030\ \mathrm{nm^2/s}.
\end{equation}
The fastest cancellation mode has
\begin{align}
k_*^2&=\frac{0.030}{2(0.4)}=0.0375\ \mathrm{nm^{-2}},
& k_*&=0.1936\ \mathrm{nm^{-1}},\\
\sigma_*&=\frac{(0.030)^2}{4(0.4)}=5.63\times10^{-4}\ \mathrm{s^{-1}}.
\end{align}
Its wavelength is $2\pi/k_*=32.4\ \mathrm{nm}$ and its amplitude grows by a factor $e$ in about $1780\ \mathrm{s}$.

A ripple along $x$ grows faster at first: its maximum linear rate is $(0.04)^2/1.6=1.0\times10^{-3}\ \mathrm{s^{-1}}$. But it has $\lambda(0)=\lambda_x\ne0$, so the quadratic term acts on it. The cancellation ripple is distinguished by the persistence of its growth, not by its initial rate.

The pair $\lambda_x=6$, $\lambda_y=-1\ \mathrm{nm/s}$, with the same linear coefficients, shows the other possibility. Now $c^2=1/7$ and $s^2=6/7$, the angle is $67.8^\circ$, and
\begin{equation}
\nu_c=\frac{-0.04+6(0.01)}{7}=0.0029\ \mathrm{nm^2/s}.
\end{equation}
The quadratic term vanishes in this direction too, but every ripple there decays.

\subsection{A small error in direction}

Differentiating (\ref{eq:directional}) gives
\begin{equation}
\frac{d\lambda}{d\theta}
=-2\lambda_xcs+2\lambda_ysc=2\mu,
\qquad \mu=(\lambda_y-\lambda_x)sc .
\label{eq:mu}
\end{equation}
A ripple turned by a small angle $\delta$, in radians, from the cancellation direction therefore has $\lambda(\theta+\delta)\approx2\mu\delta$. Its effect on the height follows by scaling (\ref{eq:oned}). With $\nu=\nu(\theta+\delta)<0$ and $\lambda=\lambda(\theta+\delta)$, set
\begin{equation}
F=\frac{|\nu|}{\lambda}f,\qquad
u=\sqrt{\frac{K}{|\nu|}}\,U,\qquad
t=\frac{K}{\nu^2}T .
\end{equation}
Every term then carries the same factor $|\nu|^3/(K\lambda)$, and division by it leaves
\begin{equation}
f_T=-f_{UU}-f_{UUUU}+\tfrac12f_U^2,
\end{equation}
which has no parameters. If this one-dimensional motion settles to a bounded corrugation, its height is thus proportional to $|\nu|/|\lambda|\approx|\nu_c|/(2|\mu\delta|)$. In the example $sc=0.4$ and $\mu=-5(0.4)=-2\ \mathrm{nm/s}$. One degree is $0.0175$ radian, so $|\lambda|\approx0.070\ \mathrm{nm/s}$ and the unit of height $|\nu|/|\lambda|$ is about $0.4\ \mathrm{nm}$. The corrugation itself is this unit times the size of $f$, which the scaling does not give and which need not be close to one. The scale grows as $1/|\delta|$. Exact cancellation is the limit of an ever weaker restraint.

\subsection{The two directions do not cancel together}

Cancellation holds for each direction separately. To see what happens when both are present, let
\begin{equation}
h=F(u)+G(v),\qquad v=cx-sy .
\end{equation}
The slopes are $h_x=c(F'+G')$ and $h_y=s(F'-G')$. Since $\lambda_ys^2=-\lambda_xc^2$, the quadratic term is
\begin{align}
\tfrac12(\lambda_xh_x^2+\lambda_yh_y^2)
&=\tfrac12\lambda_xc^2\left[(F'+G')^2-(F'-G')^2\right]\nonumber\\
&=2\lambda_xc^2F'G'
=\frac{2\lambda_x\lambda_y}{\lambda_y-\lambda_x}F'G'.
\label{eq:cross}
\end{align}
The squares disappear, but the product remains. Its coefficient is $2(1)(-4)/(-5)=1.6\ \mathrm{nm/s}$ in the example. Two crossed cancellation ripples therefore interact, and the linear equation (\ref{eq:linear}) holds for one family of parallel crests, not for a crossed pattern.

\section{Second derivation: coupling between wavevectors}

\subsection{Symbols and results carried over}

The height $h$ obeys $h_t=\nu_xh_{xx}+\nu_yh_{yy}-K\nabla^4h+\frac12(\lambda_xh_x^2+\lambda_yh_y^2)$, with $K>0$ and $\lambda_x\lambda_y<0$. The first derivation found that a profile $F(u,t)$, with $u=cx+sy$, $c=\cos\theta$ and $s=\sin\theta$, has no quadratic term when $\tan^2\theta=-\lambda_x/\lambda_y$. It then grows at the rate $-\nu_ck^2-Kk^4$, where $\nu_c=\nu_xc^2+\nu_ys^2$. For any direction, $\lambda(\theta)=\lambda_xc^2+\lambda_ys^2$. The example has $\theta=26.57^\circ$, $k_*=0.1936\ \mathrm{nm^{-1}}$, $\sigma_*=5.63\times10^{-4}\ \mathrm{s^{-1}}$ and $\mu=(\lambda_y-\lambda_x)sc=-2\ \mathrm{nm/s}$.

The second route does not start from a profile. It asks which waves the quadratic term can couple.

\subsection{The coupling coefficient}

In a periodic box, write
\begin{equation}
h(\mathbf r,t)=\sum_{\mathbf p}h_{\mathbf p}(t)e^{i\mathbf p\cdot\mathbf r},
\qquad h_{-\mathbf p}=h_{\mathbf p}^* .
\end{equation}
Each derivative along $x$ brings down $ip_x$, so
\begin{equation}
h_x^2=\sum_{\mathbf p,\mathbf q}(ip_x)(iq_x)h_{\mathbf p}h_{\mathbf q}
e^{i(\mathbf p+\mathbf q)\cdot\mathbf r}
=-\sum_{\mathbf p,\mathbf q}p_xq_xh_{\mathbf p}h_{\mathbf q}
e^{i(\mathbf p+\mathbf q)\cdot\mathbf r},
\end{equation}
and similarly for $y$. Collecting the terms with total wavevector $\boldsymbol\kappa$ gives
\begin{equation}
\dot h_{\boldsymbol\kappa}=\sigma(\boldsymbol\kappa)h_{\boldsymbol\kappa}
-\tfrac12\sum_{\mathbf p+\mathbf q=\boldsymbol\kappa}
B(\mathbf p,\mathbf q)h_{\mathbf p}h_{\mathbf q},
\label{eq:modes}
\end{equation}
where
\begin{align}
B(\mathbf p,\mathbf q)&=\lambda_xp_xq_x+\lambda_yp_yq_y,\\
\sigma(\boldsymbol\kappa)&=-\nu_x\kappa_x^2-\nu_y\kappa_y^2-K|\boldsymbol\kappa|^4 .
\end{align}

Suppose that initially all occupied wavevectors lie on one line, $\mathbf p=\alpha\mathbf n$, with $\mathbf n=(c,s)$ and $\alpha$ of either sign. The sum of two such vectors is on the same line. A wave off the line could be driven only by a pair with at least one member off the line, and those amplitudes are zero. The line is therefore closed. On it,
\begin{equation}
B(\alpha\mathbf n,\beta\mathbf n)
=\alpha\beta(\lambda_xc^2+\lambda_ys^2).
\end{equation}
All couplings share one factor. They vanish together when $\lambda_xc^2+\lambda_ys^2=0$. Division by $c^2$, which cannot be zero here because $\lambda_y\ne0$, gives $\tan^2\theta=-\lambda_x/\lambda_y$. The condition is also necessary for a single sinusoid, since otherwise the pair $(\mathbf k,\mathbf k)$ drives the wave $2\mathbf k$.

With the couplings gone, each amplitude evolves alone, and
\begin{equation}
\sigma(k\mathbf n)=-(\nu_xc^2+\nu_ys^2)k^2-Kk^4=-\nu_ck^2-Kk^4 .
\end{equation}
This is the result of the first derivation.

Both derivations show that a straight-crested ripple with $\tan^2\theta=-\lambda_x/\lambda_y$ has no quadratic self-coupling, and that it can grow only if $\nu_c<0$. It remains to find how such a ripple acts on other waves, and whether it persists in their presence.

Numerical values quoted here were computed with a short program.
